# Charged-Defect Corrections with a Full Dielectric Tensor: Monoclinic Hafnia: test program

```python
# RESULT UNDER TEST: Ewald sum for a periodic point charge plus uniform neutralizing
# background in a medium with a full relative permittivity tensor eps.
#   v = sum_{R!=0} erfc(eta s)/(sqrt(det eps) s)
#     + (4 pi/volume) sum_{G!=0} exp(-G.eps.G/(4 eta^2))/(G.eps.G)
#     - 2 eta/sqrt(pi det eps) - pi/(volume eta^2),   s = sqrt(R.eps^-1.R)
# v (1/nm): potential at the charge, own singularity removed, per unit charge and
# per COULOMB = e/(4 pi eps0). Energy to add to a supercell: -charge^2 COULOMB v/2.
# cell: lattice vectors as rows (nm); eta: splitting parameter (1/nm).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # V nm


def lattice_points(rows, metric, radius, shift=None):
    """Vectors shift + lattice with sqrt(x.metric.x) <= radius, and these lengths."""
    shift = np.zeros(3) if shift is None else shift
    dual = np.linalg.inv(rows).T
    reach = radius * np.sqrt(np.sum((dual @ np.linalg.inv(metric)) * dual, axis=1))
    limits = np.ceil(reach).astype(int) + 1
    axes = [np.arange(-n, n + 1) for n in limits]
    integers = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1).reshape(-1, 3)
    points = integers @ rows + shift
    squared = np.sum((points @ metric) * points, axis=1)
    keep = squared <= radius**2
    return points[keep], np.sqrt(squared[keep])


def balanced_eta(cell, eps):
    volume = abs(np.linalg.det(cell))
    return np.sqrt(np.pi) * (np.sqrt(np.linalg.det(eps)) / volume) ** (1 / 3)


def ewald_parts(cell, eps, eta=None, cutoff=6.0, position=None):
    """Real, reciprocal, self and background parts (1/nm); no self part off-site."""
    eta = balanced_eta(cell, eps) if eta is None else eta
    volume = abs(np.linalg.det(cell))
    root_det = np.sqrt(np.linalg.det(eps))
    _, s = lattice_points(cell, np.linalg.inv(eps), cutoff / eta, position)
    if position is None:
        s = s[s > 1e-12]
    real = np.sum(erfc(eta * s) / s) / root_det
    reciprocal_cell = 2 * np.pi * np.linalg.inv(cell).T
    waves, g = lattice_points(reciprocal_cell, eps, 2 * eta * cutoff)
    waves, g = waves[g > 1e-12], g[g > 1e-12]
    phase = 1.0 if position is None else np.cos(waves @ position)
    recip = 4 * np.pi / volume * np.sum(np.exp(-g**2 / (4 * eta**2)) / g**2 * phase)
    own = -2 * eta / np.sqrt(np.pi) / root_det if position is None else 0.0
    return np.array([real, recip, own, -np.pi / (volume * eta**2)])


def site_potential(cell, eps, **options):
    return ewald_parts(cell, eps, **options).sum()


def correction(cell, eps, charge, **options):
    return -0.5 * charge**2 * COULOMB * site_potential(cell, eps, **options)


def direct_screened_sum(cell, eps):
    """Split-free v: Gaussian-screened lattice sum minus background, extrapolated."""
    volume = abs(np.linalg.det(cell))
    root_det = np.sqrt(np.linalg.det(eps))
    unit = (volume / root_det) ** (1 / 3)
    _, s = lattice_points(cell, np.linalg.inv(eps), 6.0 * unit / 0.15)
    s = s[s > 1e-12]
    sums = []
    for kappa in 0.3 / unit * 2.0 ** (-np.arange(3) / 2):
        lattice = np.sum(np.exp(-((kappa * s) ** 2)) / s) / root_det
        sums.append(lattice - 2 * np.pi / (volume * kappa**2))
    first, second = 2 * sums[1] - sums[0], 2 * sums[2] - sums[1]
    return (4 * second - first) / 3


def cubic_madelung_constant():
    """Simple-cubic constant from a theta-function integral, with no Ewald split."""
    n = np.arange(1, 41)
    low, high = 0.05, 40.0

    def integrand(x):
        t = np.exp(x)
        theta = 1 + 2 * np.sum(np.exp(-(n**2) * t))
        return np.sqrt(t) * (theta**3 - 1 - (np.pi / t) ** 1.5)

    middle = quad(integrand, np.log(low), np.log(high), epsabs=1e-11, limit=300)[0]
    # Outside [low, high] the omitted exponentials are below rounding error.
    return -(middle - 2 * np.sqrt(low) - np.pi**1.5 / high) / np.sqrt(np.pi)


def gaussian_periodic_energy(cell, eps, charge, sigma):
    volume = abs(np.linalg.det(cell))
    waves, k = lattice_points(2 * np.pi * np.linalg.inv(cell).T, np.eye(3), 6 / sigma)
    waves, k = waves[k > 1e-12], k[k > 1e-12]
    screened = np.sum((waves @ eps) * waves, axis=1)
    total = np.sum(np.exp(-((k * sigma) ** 2)) / screened)
    return 0.5 * charge**2 * COULOMB * 4 * np.pi / volume * total


def gaussian_isolated_energy(eps, charge, sigma):
    z, weight = np.polynomial.legendre.leggauss(40)
    phi = 2 * np.pi * np.arange(80) / 80
    z_grid, phi_grid = np.meshgrid(z, phi, indexing="ij")
    rho = np.sqrt(1 - z_grid**2)
    n = np.stack([rho * np.cos(phi_grid), rho * np.sin(phi_grid), z_grid], axis=-1)
    inverse = 1 / np.einsum("abi,ij,abj->ab", n, eps, n)
    angular = np.sum(weight[:, None] * inverse) * 2 * np.pi / 80
    radial = np.sqrt(np.pi) / (2 * sigma)
    return 0.5 * charge**2 * COULOMB * angular * radial / (2 * np.pi**2)


# Rough typical values for monoclinic hafnia; a along x, b along y, c in the xz plane.
a, b, c, beta = 0.51, 0.52, 0.53, np.radians(99.0)
unit_cell = np.array([[a, 0, 0], [0, b, 0], [c * np.cos(beta), 0, c * np.sin(beta)]])
eps = np.array([[18.0, 0, 2.0], [0, 16.0, 0], [2.0, 0, 13.0]])
eps_flipped = eps * np.array([[1, 1, -1], [1, 1, 1], [-1, 1, 1]])
charge = 2
cell = 2 * unit_cell
volume = np.linalg.det(cell)
root_det = np.sqrt(np.linalg.det(eps))
mean_eps = np.trace(eps) / 3
eta0 = balanced_eta(cell, eps)
v = site_potential(cell, eps)
energy = correction(cell, eps, charge)

# Splitting-parameter independence, for either sign of the off-diagonal element.
factors = [0.5, 0.75, 1.0, 1.5, 2.0]
scan = [correction(cell, eps, charge, eta=f * eta0) for f in factors]
scan_flipped = [correction(cell, eps_flipped, charge, eta=f * eta0) for f in factors]
spread = np.ptp(scan)
assert spread < 1e-10 and np.ptp(scan_flipped) < 1e-10
no_background = [-0.5 * charge**2 * COULOMB
                 * ewald_parts(cell, eps, eta=f * eta0)[:3].sum() for f in factors]
assert np.ptp(no_background) > 0.01
cutoff_shift = energy - correction(cell, eps, charge, cutoff=4.0)
assert abs(cutoff_shift) < 1e-5

# Direct lattice sum without error functions or reciprocal vectors.
v_direct = direct_screened_sum(cell, eps)
assert abs(v_direct / v - 1) < 3e-6

# Cubic limits: scalar medium, and full tensor in a cell that maps onto a cube.
alpha = cubic_madelung_constant()
cube_edge, scalar_eps = 1.0, 16.0
alpha_ewald = -scalar_eps * cube_edge * site_potential(
    cube_edge * np.eye(3), scalar_eps * np.eye(3))
assert abs(alpha_ewald - alpha) < 1e-9
values, vectors = np.linalg.eigh(eps)
root_eps = vectors @ np.diag(np.sqrt(values)) @ vectors.T
alpha_tensor = -root_det * cube_edge * site_potential(cube_edge * root_eps, eps)
assert abs(alpha_tensor - alpha) < 1e-9

# Anisotropic Poisson equation away from the charge, by fourth-order differences.
point, step = np.array([0.5, 0.4, 0.45]) @ cell, 0.01
laplacian = 0.0
for value, direction in zip(values, vectors.T):
    samples = [ewald_parts(cell, eps, position=point + j * step * direction).sum()
               for j in (-2, -1, 0, 1, 2)]
    laplacian += value * np.dot([-1, 16, -30, 16, -1], samples) / (12 * step**2)
poisson_error = laplacian / (4 * np.pi / volume) - 1
assert abs(poisson_error) < 1e-4

# Zero cell average: the sampling error of an offset mesh scales as 1/N^2.
means = []
for n_mesh in (4, 8):
    ticks = (np.arange(n_mesh) + 0.5) / n_mesh
    mesh = np.stack(np.meshgrid(ticks, ticks, ticks), axis=-1).reshape(-1, 3) @ cell
    means.append(np.mean([ewald_parts(cell, eps, position=r).sum() for r in mesh]))
cell_average = (4 * means[1] - means[0]) / 3
assert abs(cell_average) < 1e-10

# Site value as the limit of the potential after removal of the singularity.
near = 1e-4 * np.array([0.6, 0.0, 0.8])
near_s = np.sqrt(near @ np.linalg.inv(eps) @ near)
v_limit = ewald_parts(cell, eps, position=near).sum() - 1 / (root_det * near_s)
assert abs(v_limit - v) < 1e-6

# The correction removes the 1/L error of an extended charge; 1/L^3 is left.
sigma = 0.1
isolated = gaussian_isolated_energy(eps, charge, sigma)
raw_errors, residuals = [], []
for n in (2, 4):
    big = n * unit_cell
    raw_errors.append(gaussian_periodic_energy(big, eps, charge, sigma) - isolated)
    residuals.append(raw_errors[-1] + correction(big, eps, charge))
residual_ratio = residuals[0] / residuals[1]
assert abs(residual_ratio - 8) < 0.5
assert abs(residuals[0]) < 0.2 * abs(raw_errors[0])

# In a cubic cell a traceless anisotropy acts only at second order.
changes = []
for t in (0.01, 0.005):
    distorted = np.diag([1 + t, 1 + t, 1 - 2 * t])
    changes.append(site_potential(np.eye(3), distorted)
                   - site_potential(np.eye(3), np.eye(3)))
anisotropy_ratio = changes[0] / changes[1]
assert abs(anisotropy_ratio - 4) < 0.3

# Comparisons and neglected effects for the example's own numbers.
energy_scalar = correction(cell, mean_eps * np.eye(3), charge)
energy_cube = charge**2 * COULOMB * alpha / (2 * mean_eps * volume ** (1 / 3))
energy_diagonal = correction(cell, np.diag(np.diag(eps)), charge)
clamped_eps = 5.0
energy_clamped = correction(cell, clamped_eps * np.eye(3), charge)
temperature, anneal, carriers = 300.0, 900.0, 1e18
debye = 1e9 * np.sqrt(mean_eps * const.epsilon_0 * const.k * temperature
                      / (const.e**2 * carriers * 1e6))
carrier_energy = charge**2 * COULOMB / (2 * mean_eps * debye)
half_edge = np.min(np.linalg.norm(cell, axis=1)) / 2
field = 10 * charge * COULOMB / (mean_eps * half_edge**2)
thermal_anneal = const.k * anneal / const.e

print(f"Rough lattice a, b, c = {a}, {b}, {c} nm; beta = {np.degrees(beta):.0f} deg")
print(f"Rough static eps xx, yy, zz, xz = {eps[0,0]}, {eps[1,1]}, {eps[2,2]}, {eps[0,2]}")
print(f"Eigenvalues of eps = {values[0]:.4f}, {values[1]:.4f}, {values[2]:.4f}")
print(f"sqrt(det eps) = {root_det:.4f}; trace/3 = {mean_eps:.4f}")
print(f"Charge = +{charge} e; e/(4 pi eps0) = {COULOMB:.6f} V nm")
print(f"2x2x2 supercell volume = {volume:.6f} nm^3")
print(f"Balanced eta0 = {eta0:.5f} 1/nm")
for name, part in zip(("real", "reciprocal", "self", "background"),
                      ewald_parts(cell, eps)):
    print(f"Part of v at eta0, {name} = {part:.8f} 1/nm")
print(f"v, Ewald = {v:.8f} 1/nm")
print(f"v, direct screened sum = {v_direct:.8f} 1/nm")
for factor, result in zip(factors, scan):
    print(f"E_corr at eta/eta0 = {factor:.2f}: {result:.10f} eV")
print(f"Spread of E_corr over eta = {spread:.1e} eV")
print(f"Spread if background term is dropped = {np.ptp(no_background):.4f} eV")
print(f"Shift of E_corr, cutoff x from 4 to 6 = {cutoff_shift:.1e} eV")
print(f"Cubic Madelung constant, theta integral = {alpha:.10f}")
print(f"Same, Ewald with scalar eps = {alpha_ewald:.10f}")
print(f"Same, Ewald with full tensor in mapped cell = {alpha_tensor:.10f}")
print(f"Relative error in Poisson equation = {poisson_error:.1e}")
print(f"Cell average of potential / COULOMB = {cell_average:.1e} 1/nm")
print(f"v from small-distance limit = {v_limit:.8f} 1/nm")
for n in (2, 3, 4):
    print(f"E_corr, {n}x{n}x{n} supercell ({12*n**3} atoms) = "
          f"{correction(n * unit_cell, eps, charge):.5f} eV")
print(f"E_corr, 2x2x2 = {energy * const.e * const.N_A / 1000:.3f} kJ/mol")
print(f"E_corr, scalar trace/3, same cell = {energy_scalar:.5f} eV")
print(f"E_corr, scalar trace/3, cube of equal volume = {energy_cube:.5f} eV")
print(f"E_corr, diagonal of eps only = {energy_diagonal:.5f} eV")
print(f"E_corr, xz element reversed = {scan_flipped[2]:.5f} eV")
print(f"Cubic cell, anisotropy halved: change falls by {anisotropy_ratio:.3f}")
print(f"Gaussian charge sigma = {sigma} nm; isolated energy = {isolated:.5f} eV")
for n, raw, left in zip((2, 4), raw_errors, residuals):
    print(f"Gaussian, n = {n}: raw error {raw:.5f} eV, after E_corr {left:.6f} eV")
print(f"Ratio of corrected errors, n = 2 to n = 4: {residual_ratio:.4f}")
print(f"E_corr if eps is 10% larger = {correction(cell, 1.1*eps, charge):.5f} eV")
print(f"E_corr, clamped ions, rough eps {clamped_eps} = {energy_clamped:.4f} eV")
print(f"Debye length at {carriers:.0e} cm^-3, {temperature:.0f} K = {debye:.3f} nm")
print(f"Carrier screening energy of isolated charge = {carrier_energy:.4f} eV")
print(f"Field of one charge at {half_edge:.3f} nm = {field:.2f} MV/cm")
print(f"kT at {anneal:.0f} K = {thermal_anneal:.5f} eV")
print(f"exp(E_corr/kT) at {anneal:.0f} K = {np.exp(energy/thermal_anneal):.1f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Rough lattice a, b, c = 0.51, 0.52, 0.53 nm; beta = 99 deg
Rough static eps xx, yy, zz, xz = 18.0, 16.0, 13.0, 2.0
Eigenvalues of eps = 12.2984, 16.0000, 18.7016
sqrt(det eps) = 60.6630; trace/3 = 15.6667
Charge = +2 e; e/(4 pi eps0) = 1.439965 V nm
2x2x2 supercell volume = 1.110604 nm^3
Balanced eta0 = 6.72506 1/nm
Part of v at eta0, real = 0.00535427 1/nm
Part of v at eta0, reciprocal = 0.00611415 1/nm
Part of v at eta0, self = -0.12509145 1/nm
Part of v at eta0, background = -0.06254572 1/nm
v, Ewald = -0.17616875 1/nm
v, direct screened sum = -0.17616872 1/nm
E_corr at eta/eta0 = 0.50: 0.5073535013 eV
E_corr at eta/eta0 = 0.75: 0.5073535013 eV
E_corr at eta/eta0 = 1.00: 0.5073535013 eV
E_corr at eta/eta0 = 1.50: 0.5073535013 eV
E_corr at eta/eta0 = 2.00: 0.5073535013 eV
Spread of E_corr over eta = 3.3e-16 eV
Spread if background term is dropped = 0.6755 eV
Shift of E_corr, cutoff x from 4 to 6 = -1.1e-08 eV
Cubic Madelung constant, theta integral = 2.8372974795
Same, Ewald with scalar eps = 2.8372974795
Same, Ewald with full tensor in mapped cell = 2.8372974795
Relative error in Poisson equation = -7.5e-08
Cell average of potential / COULOMB = 3.0e-17 1/nm
v from small-distance limit = -0.17616875 1/nm
E_corr, 2x2x2 supercell (96 atoms) = 0.50735 eV
E_corr, 3x3x3 supercell (324 atoms) = 0.33824 eV
E_corr, 4x4x4 supercell (768 atoms) = 0.25368 eV
E_corr, 2x2x2 = 48.952 kJ/mol
E_corr, scalar trace/3, same cell = 0.50415 eV
E_corr, scalar trace/3, cube of equal volume = 0.50364 eV
E_corr, diagonal of eps only = 0.50364 eV
E_corr, xz element reversed = 0.50674 eV
Cubic cell, anisotropy halved: change falls by 3.984
Gaussian charge sigma = 0.1 nm; isolated energy = 1.04928 eV
Gaussian, n = 2: raw error -0.48681 eV, after E_corr 0.020543 eV
Gaussian, n = 4: raw error -0.25111 eV, after E_corr 0.002566 eV
Ratio of corrected errors, n = 2 to n = 4: 8.0059
E_corr if eps is 10% larger = 0.46123 eV
E_corr, clamped ions, rough eps 5.0 = 1.5797 eV
Debye length at 1e+18 cm^-3, 300 K = 4.731 nm
Carrier screening energy of isolated charge = 0.0389 eV
Field of one charge at 0.510 nm = 7.07 MV/cm
kT at 900 K = 0.07756 eV
exp(E_corr/kT) at 900 K = 693.5
ALL CHECKS PASSED
```
